**Scalar and spin-orbit parts of a j-dependent pseudopotential**

In a shell of orbital angular momentum \(l\), potentials \(V_\pm\) for \(j=l\pm\tfrac12\) are equivalent to \(\bar V+W\,\mathbf L\cdot\mathbf S/\hbar^2\). Here \(\bar V=[(l+1)V_++lV_-]/(2l+1)\) and \(W=2(V_+-V_-)/(2l+1)\). The program asserts this identity for \(l=0\) to 3, using projectors built from Clebsch-Gordan coefficients. For a model p shell, it asserts that the split operator reproduces the separately solved channel levels as a doublet and a quartet. It also asserts the second-order formulas for a weak channel difference and compares the plane-wave formula with direct projection for \(l=1\) to 3. The output shows a splitting of 0.0182 hartree (0.496 eV) and the level errors caused by an arithmetic mean.

## Verification by program

```python
"""
Result under test: in the shell of orbital angular momentum l, a potential equal
to V_plus(r) for j=l+1/2 and V_minus(r) for j=l-1/2 is the operator
    V_avg(r) + W(r) L.S/hbar^2,
    V_avg = ((l+1) V_plus + l V_minus)/(2l+1),  W = 2 (V_plus - V_minus)/(2l+1).
Symbols: L, S orbital and spin angular momentum; D = V_plus - V_minus.
Hartree atomic units inside the program (hbar = m = e = 1).
Model p channel: V_j = -Z erf(r/b)/r + A_j exp(-r^2/c^2).
"""
import numpy as np
from scipy import constants
from scipy.linalg import eigh, eigvalsh, eigh_tridiagonal
from scipy.special import (erf, eval_genlaguerre, eval_legendre, gammaln,
                           lpmv, spherical_jn, factorial)
from sympy import Rational
from sympy.physics.wigner import clebsch_gordan

EV = constants.physical_constants["Hartree energy in eV"][0]
Z, B, C = 3.0, 1.0, 1.0
A_PLUS, A_MINUS = 2.0, 1.6


def split(l, v_plus, v_minus):
    """Weighted average and coefficient of L.S from the derived formula."""
    average = ((l + 1) * v_plus + l * v_minus) / (2 * l + 1)
    return average, 2 * (v_plus - v_minus) / (2 * l + 1)


def angular_momentum(j):
    m = np.arange(j, -j - 1, -1)
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return ((raising + raising.T) / 2, (raising - raising.T) / 2j, np.diag(m))


def l_dot_s(l):
    return sum(np.kron(a, b) for a, b in
               zip(angular_momentum(l), angular_momentum(0.5)))


def j_projector(l, twice_j):
    """Projector on j built from Clebsch-Gordan coefficients, basis (m, spin)."""
    projector = np.zeros((2 * (2 * l + 1),) * 2)
    for twice_mj in range(-twice_j, twice_j + 1, 2):
        vector = []
        for m in range(l, -l - 1, -1):
            for twice_s in (1, -1):
                if 2 * m + twice_s != twice_mj:
                    vector.append(0.0)
                else:
                    vector.append(float(clebsch_gordan(
                        l, Rational(1, 2), Rational(twice_j, 2),
                        m, Rational(twice_s, 2), Rational(twice_mj, 2))))
        projector += np.outer(vector, vector)
    return projector


# ---- angular identity, projectors and traces, l = 0..3
worst_angular = 0.0
for l in range(4):
    p_plus, p_minus = j_projector(l, 2 * l + 1), j_projector(l, 2 * l - 1)
    ls, one = l_dot_s(l), np.eye(2 * (2 * l + 1))
    v_plus, v_minus = -1.3, 0.7
    direct = v_plus * p_plus + v_minus * p_minus
    average, w = split(l, v_plus, v_minus)
    worst_angular = max(worst_angular, abs(direct - average * one - w * ls).max())
    assert np.allclose(p_plus, ((l + 1) * one + 2 * ls) / (2 * l + 1), atol=1e-12)
    assert np.allclose(p_minus, (l * one - 2 * ls) / (2 * l + 1), atol=1e-12)
    assert abs(np.trace(ls)) < 1e-12
    assert abs(np.trace(direct) / len(one) - average) < 1e-12
    trace_square = np.trace(ls @ ls).real
    assert abs(trace_square - l * (l + 1) * (2 * l + 1) / 2) < 1e-10
    if l > 0:
        assert abs(np.trace(direct @ ls) / trace_square - w) < 1e-12
assert worst_angular < 1e-12


# ---- the model p channel
def local_part(r):
    return -Z * erf(r / B) / r


def short_part(r, amplitude):
    return amplitude * np.exp(-(r / C) ** 2)


def v_j(r, amplitude):
    return local_part(r) + short_part(r, amplitude)


def grid_energy(amplitude, l=1, r_max=25.0):
    """Lowest level of one j channel: finite differences, h^2 error removed."""
    levels = []
    for h in (0.01, 0.005):
        r = h * np.arange(1, round(r_max / h))
        diagonal = 1 / h**2 + l * (l + 1) / (2 * r**2) + v_j(r, amplitude)
        off = np.full(len(r) - 1, -0.5 / h**2)
        levels.append(eigh_tridiagonal(diagonal, off, eigvals_only=True,
                                       select="i", select_range=(0, 0))[0])
    return (4 * levels[1] - levels[0]) / 3


e_plus, e_minus = grid_energy(A_PLUS), grid_energy(A_MINUS)

# Orthonormal Laguerre functions for l = 1
l, size, beta = 1, 40, 1.5
nodes, weights = np.polynomial.legendre.leggauss(600)
r = 40.0 * (nodes + 1)
weights = 40.0 * weights
n, x, a = np.arange(size)[:, None], 2 * beta * r[None, :], 2 * l + 2
norm = np.sqrt(2 * beta) * np.exp(0.5 * (gammaln(n + 1) - gammaln(n + a + 1)))
lag = eval_genlaguerre(n, a, x)
dlag = np.where(n > 0, -eval_genlaguerre(np.maximum(n - 1, 0), a + 1, x), 0.0)
phi = norm * x**(l + 1) * np.exp(-x / 2) * lag
dphi = norm * 2 * beta * x**l * np.exp(-x / 2) * ((l + 1 - x / 2) * lag + x * dlag)


def radial_matrix(function):
    return (phi * (weights * function)) @ phi.T


assert np.allclose(radial_matrix(np.ones_like(r)), np.eye(size), atol=1e-9)
kinetic = 0.5 * (dphi * weights) @ dphi.T + radial_matrix(l * (l + 1) / (2 * r**2))
v_avg, w_so = split(l, v_j(r, A_PLUS), v_j(r, A_MINUS))
h_avg = kinetic + radial_matrix(v_avg)
ls = l_dot_s(l)


def spinor_levels(scalar_hamiltonian):
    full = (np.kron(scalar_hamiltonian, np.eye(6))
            + np.kron(radial_matrix(w_so), ls))
    return eigvalsh(full)[:7]


levels = spinor_levels(h_avg)
expected = np.array([e_minus] * 2 + [e_plus] * 4)
spinor_error = abs(levels[:6] - expected).max()
assert spinor_error < 1e-6      # limited by the radial grid and basis
assert levels[6] - levels[5] > 0.01

# Control: arithmetic mean in place of the weighted average
v_mean = 0.5 * (v_j(r, A_PLUS) + v_j(r, A_MINUS))
wrong = spinor_levels(kinetic + radial_matrix(v_mean))
wrong_minus, wrong_plus = wrong[0] - e_minus, wrong[5] - e_plus
assert min(abs(wrong_minus), abs(wrong_plus)) > 1e-3

# ---- average potential versus average energy
energies, states = eigh(h_avg)
e_avg = energies[0]
d_matrix = radial_matrix(v_j(r, A_PLUS) - v_j(r, A_MINUS))
couplings = states.T @ d_matrix @ states[:, 0]
first_order = couplings[0]
second_order = np.sum(couplings[1:]**2 / (e_avg - energies[1:]))
weighted_energy = (4 * e_plus + 2 * e_minus) / 6
offset = e_avg - weighted_energy
splitting = e_plus - e_minus
offset_estimate = -l * (l + 1) / (2 * l + 1)**2 * second_order
splitting_estimate = first_order - second_order / (2 * l + 1)
assert second_order < 0 and offset > 0

scale = 0.02                    # weak difference: leading orders must emerge
low_plus = eigvalsh(h_avg + scale * l / (2 * l + 1) * d_matrix)[0]
low_minus = eigvalsh(h_avg - scale * (l + 1) / (2 * l + 1) * d_matrix)[0]
weak_offset = e_avg - (4 * low_plus + 2 * low_minus) / 6
assert abs(weak_offset / (scale**2 * offset_estimate) - 1) < 0.01
weak_excess = low_plus - low_minus - scale * first_order
assert abs(weak_excess / (-scale**2 * second_order / (2 * l + 1)) - 1) < 0.02


# ---- plane-wave matrix elements (times cell volume) of the short-range part
def harmonic(l, m, cos_theta, azimuth):
    k = abs(m)
    y = (np.sqrt((2 * l + 1) / (4 * np.pi) * factorial(l - k) / factorial(l + k))
         * lpmv(k, l, cos_theta) * np.exp(1j * k * azimuth))
    return y if m >= 0 else (-1)**k * y.conj()


t, wt = np.polynomial.legendre.leggauss(40)
rq, wq = 3.5 * (t + 1), 3.5 * wt
azimuths = 2 * np.pi * np.arange(48) / 48
cos_t, az = [g.ravel() for g in np.meshgrid(t, azimuths, indexing="ij")]
w_sphere = np.repeat(wt, 48) * 2 * np.pi / 48
sin_t = np.sqrt(1 - cos_t**2)
directions = np.array([sin_t * np.cos(az), sin_t * np.sin(az), cos_t])


def direct_element(l, k1, k2):
    """From the definition: project plane waves on (l, m), then on j."""
    ys = np.array([harmonic(l, m, cos_t, az) for m in range(l, -l - 1, -1)])
    a1, a2 = [np.exp(1j * np.outer(rq, k @ directions)) @ (ys.conj() * w_sphere).T
              for k in (k1, k2)]
    total = np.zeros((2, 2), complex)
    for twice_j, amplitude in ((2 * l + 1, A_PLUS), (2 * l - 1, A_MINUS)):
        projector = j_projector(l, twice_j).reshape(2 * l + 1, 2, 2 * l + 1, 2)
        radial = wq * rq**2 * short_part(rq, amplitude)
        overlap = np.einsum("r,rm,rn->mn", radial, a1.conj(), a2)
        total += np.einsum("msnt,mn->st", projector, overlap)
    return total


def formula_element(l, k1, k2):
    q1, q2 = np.linalg.norm(k1), np.linalg.norm(k2)
    u1, u2 = k1 / q1, k2 / q2
    c = u1 @ u2
    average, w = split(l, short_part(rq, A_PLUS), short_part(rq, A_MINUS))
    bessel = wq * rq**2 * spherical_jn(l, q1 * rq) * spherical_jn(l, q2 * rq)
    f_avg, f_w = bessel @ average, bessel @ w
    slope = np.polynomial.legendre.Legendre.basis(l).deriv()(c)
    sigma = [2 * s for s in angular_momentum(0.5)]
    cross = sum(g * s for g, s in zip(np.cross(u1, u2), sigma))
    matrix = 4 * np.pi * (2 * l + 1) * (f_avg * eval_legendre(l, c) * np.eye(2)
                                        - 0.5j * f_w * slope * cross)
    return matrix, f_avg, f_w


plane_error = 0.0
for shell in (1, 2, 3):
    ka, kb = np.array([0.7, -0.4, 0.9]), np.array([-0.3, 1.0, 0.5])
    difference = direct_element(shell, ka, kb) - formula_element(shell, ka, kb)[0]
    plane_error = max(plane_error, abs(difference).max())
k1, k2 = np.array([1.0, 0.0, 0.0]), np.array([0.6, 0.8, 0.0])
element = direct_element(1, k1, k2)
formula, f_avg, f_w = formula_element(1, k1, k2)
plane_error = max(plane_error, abs(element - formula).max())
assert plane_error < 1e-9

# ---- printed numbers
print(f"Z = {Z:.1f}, b = {B:.1f} bohr, c = {C:.1f} bohr")
print(f"A_3/2 = {A_PLUS:.2f} hartree, A_1/2 = {A_MINUS:.2f} hartree")
print("Potentials in hartree: r/bohr, V_3/2, V_1/2, V_avg, W")
for radius in (0.5, 1.0, 2.0, 3.0):
    vp, vm = v_j(radius, A_PLUS), v_j(radius, A_MINUS)
    va, ws = split(1, vp, vm)
    print(f"  {radius:.1f}  {vp:.5f}  {vm:.5f}  {va:.5f}  {ws:.5f}")
print(f"Largest error of angular identity, l=0..3: {worst_angular:.1e} (relative to 1)")
print(f"E_3/2, separate channel: {e_plus:.6f} hartree = {e_plus*EV:.4f} eV")
print(f"E_1/2, separate channel: {e_minus:.6f} hartree = {e_minus*EV:.4f} eV")
print("Seven lowest levels of split operator (hartree):")
print("  " + " ".join(f"{value:.6f}" for value in levels))
print(f"Largest deviation from channel energies: {spinor_error:.1e} hartree")
print(f"Splitting E_3/2 - E_1/2: {splitting:.6f} hartree = {splitting*EV:.4f} eV")
print(f"First-order splitting <D>: {first_order:.6f} hartree")
print(f"Second-order energy E2 of D: {second_order:.6f} hartree")
print(f"Splitting through second order: {splitting_estimate:.6f} hartree")
print(f"Level of V_avg alone: {e_avg:.6f} hartree")
print(f"Weighted mean of E_j: {weighted_energy:.6f} hartree")
print(f"Offset, level of V_avg minus mean: {offset:.6f} hartree")
print(f"Offset from second order: {offset_estimate:.6f} hartree")
print(f"Arithmetic mean used: error of E_3/2 {wrong_plus:.6f} hartree")
print(f"Arithmetic mean used: error of E_1/2 {wrong_minus:.6f} hartree")
print("Plane waves k=(1,0,0), k'=(0.6,0.8,0) per bohr, l=1, short-range part:")
print(f"  F(V_avg) = {f_avg:.6f}, F(W) = {f_w:.6f} hartree bohr^3")
print(f"  volume * <k up|V|k' up> = {element[0,0].real:.5f} "
      f"{element[0,0].imag:+.5f} i hartree bohr^3")
print(f"  volume * <k down|V|k' down> = {element[1,1].real:.5f} "
      f"{element[1,1].imag:+.5f} i hartree bohr^3")
print(f"Largest plane-wave formula error, l=1..3: {plane_error:.1e} hartree bohr^3")
print("all assertions hold")
```

Running it gives:

```
Z = 3.0, b = 1.0 bohr, c = 1.0 bohr
A_3/2 = 2.00 hartree, A_1/2 = 1.60 hartree
Potentials in hartree: r/bohr, V_3/2, V_1/2, V_avg, W
  0.5  -1.56540  -1.87692  -1.66924  0.20768
  1.0  -1.79234  -1.93950  -1.84139  0.09810
  2.0  -1.45635  -1.46368  -1.45879  0.00488
  3.0  -0.99973  -0.99978  -0.99975  0.00003
Largest error of angular identity, l=0..3: 2.2e-16 (relative to 1)
E_3/2, separate channel: -0.803962 hartree = -21.8769 eV
E_1/2, separate channel: -0.822206 hartree = -22.3734 eV
Seven lowest levels of split operator (hartree):
  -0.822206 -0.822206 -0.803962 -0.803962 -0.803962 -0.803962 -0.402554
Largest deviation from channel energies: 1.6e-12 hartree
Splitting E_3/2 - E_1/2: 0.018244 hartree = 0.4964 eV
First-order splitting <D>: 0.017838 hartree
Second-order energy E2 of D: -0.001151 hartree
Splitting through second order: 0.018222 hartree
Level of V_avg alone: -0.809783 hartree
Weighted mean of E_j: -0.810043 hartree
Offset, level of V_avg minus mean: 0.000261 hartree
Offset from second order: 0.000256 hartree
Arithmetic mean used: error of E_3/2 -0.002879 hartree
Arithmetic mean used: error of E_1/2 -0.003280 hartree
Plane waves k=(1,0,0), k'=(0.6,0.8,0) per bohr, l=1, short-range part:
  F(V_avg) = 0.085724, F(W) = 0.012246 hartree bohr^3
  volume * <k up|V|k' up> = 1.93903 -0.18467 i hartree bohr^3
  volume * <k down|V|k' down> = 1.93903 +0.18467 i hartree bohr^3
Largest plane-wave formula error, l=1..3: 3.2e-14 hartree bohr^3
all assertions hold
```
